# First-Order Direct Perturbation Theory from the Matrix X2C Hamiltonian

## First half: the Hamiltonian through order \(c^{-2}\)

**Q.** You want to expand the X2C Hamiltonian in \(1/c^2\) while keeping \(X=1\) and correcting \(R\). I distrust that already. Before we argue, which equation is being expanded?

**A.** The Dirac equation for one electron in a fixed local potential \(V\), written in a finite basis. I use Hartree atomic units and measure the energy from the rest energy. The large component \(\phi_L\) and small component \(\phi_S\) obey

\[
V\phi_L+c\,\sigma\!\cdot\!p\,\phi_S=E\phi_L,\qquad
c\,\sigma\!\cdot\!p\,\phi_L+(V-2c^2)\phi_S=E\phi_S .
\]

Take \(n\) linearly independent two-component functions \(g_\mu\) and write

\[
\phi_L=\sum_\mu A_\mu g_\mu,\qquad
\phi_S=\frac{1}{2c}\sum_\mu B_\mu\,\sigma\!\cdot\!p\,g_\mu .
\]

The second choice is restricted kinetic balance: each large function has one small partner, with the form that the small component takes in the nonrelativistic limit. The matrices we need are

\[
S_{\mu\nu}=\langle g_\mu|g_\nu\rangle,\quad
T_{\mu\nu}=\tfrac12\langle g_\mu|p^2|g_\nu\rangle,\quad
V_{\mu\nu}=\langle g_\mu|V|g_\nu\rangle,
\]
\[
W_{\mu\nu}=\langle\sigma\!\cdot\!p\,g_\mu|V|\sigma\!\cdot\!p\,g_\nu\rangle .
\]

From here on \(V\) is a matrix unless I call it an operator. Both \(S\) and \(T\) are positive definite.

**Q.** Where do the powers of \(c\) go? A misplaced factor of two would ruin everything later.

**A.** Use \((\sigma\cdot p)^2=p^2\), so that \(\langle\sigma\cdot p\,g_\mu|\sigma\cdot p\,g_\nu\rangle=2T_{\mu\nu}\). Project the first equation on \(g_\mu\). Its second term gives \(c\cdot\frac{1}{2c}\cdot 2T B=TB\).

Now project the second equation on \(\sigma\cdot p\,g_\mu/(2c)\). The coupling again gives \(TA\). The potential gives \(WB/(4c^2)\), the rest-energy term gives \(-2c^2\cdot 2TB/(4c^2)=-TB\), and the norm on the right gives \(2TB/(4c^2)=TB/(2c^2)\). Hence

\[
VA+TB=SAE,
\]
\[
TA+\Big(\frac{W}{4c^2}-T\Big)B=\frac{1}{2c^2}TBE .
\]

This matrix equation has \(2n\) solutions. For large \(c\), \(n\) of them have energies that stay finite; these are the electronic ones. The others lie near \(-2c^2\).

**Q.** How does a problem of size \(2n\) become one of size \(n\) without an approximation?

**A.** Collect the electronic solutions as columns of square matrices \(A\) and \(B\), with their energies in a diagonal matrix \(E\). Near the nonrelativistic limit \(A\) is invertible, so we may define \(X=BA^{-1}\). One matrix \(X\) then gives \(B=XA\) for all \(n\) electronic solutions.

Substitute \(B=XA\), multiply the second equation from the left by \(X^\dagger\), and add it to the first:

\[
LA=\tilde S AE,
\]
\[
L=V+TX+X^\dagger T-X^\dagger TX+\frac{1}{4c^2}X^\dagger WX,\qquad
\tilde S=S+\frac{1}{2c^2}X^\dagger TX .
\]

Within the chosen basis the electronic energies are unchanged. The price is the metric \(\tilde S\), which holds the norm of both components.

To recover the ordinary metric \(S\), put \(A=RC\) with \(R^\dagger\tilde SR=S\), and multiply from the left by \(R^\dagger\):

\[
hC=SCE,\qquad h=R^\dagger LR .
\]

This \(h\) is the X2C Hamiltonian, and \(R\) is the renormalization matrix.

**Q.** Now justify \(X=1\). Is it an assumption, or does it follow?

**A.** It follows at zeroth order. Put \(B=XA\) into the second matrix equation, multiply from the left by \(T^{-1}\) and from the right by \(A^{-1}\), and solve for the term that came from \(-TB\):

\[
X=1+\frac{1}{4c^2}T^{-1}WX-\frac{1}{2c^2}X\,AEA^{-1}.
\]

The first matrix equation gives \(AEA^{-1}=S^{-1}(V+TX)\). Therefore

\[
X=1+\frac{1}{c^2}\Big[\frac14T^{-1}WX-\frac12XS^{-1}(V+TX)\Big].
\]

At \(1/c^2=0\) the solution with finite energies is \(X=1\). The bracket is a polynomial in \(X\), so at that point the equation has an invertible derivative with respect to \(X\), namely the identity. The implicit-function theorem then gives one solution that starts at \(X=1\) and has a power series in \(1/c^2\), provided \(1/c^2\) is small enough for the given basis. Setting \(X=1\) in the bracket yields the next term:

\[
X=1+\frac{X_1}{c^2}+O(c^{-4}),\qquad
X_1=\frac14T^{-1}W-\frac12S^{-1}h_0,\qquad h_0=T+V .
\]

Physically, \(X_1\) corrects the relation between the components for the local potential and for the energy of the electron.

**Q.** Then \(X=1\) is wrong at order \(c^{-2}\), the very order you want. You can't discard \(X_1\) merely because it is inconvenient.

**A.** It may be discarded for this order of \(h\), because the terms linear in the error of \(X\) cancel. Put \(X=1+d\), where \(d=O(c^{-2})\). The kinetic terms in \(L\) are

\[
\begin{aligned}
TX+X^\dagger T-X^\dagger TX
&=(T+Td)+(T+d^\dagger T)\\
&\quad-(T+Td+d^\dagger T+d^\dagger Td)\\
&=T-d^\dagger Td .
\end{aligned}
\]

Their error is of order \(c^{-4}\). In the other two places where \(X\) occurs there is already a prefactor \(c^{-2}\):

\[
\frac{1}{4c^2}X^\dagger WX=\frac{W}{4c^2}+O(c^{-4}),\qquad
\frac{1}{2c^2}X^\dagger TX=\frac{T}{2c^2}+O(c^{-4}).
\]

So

\[
L=h_0+\frac{W}{4c^2}+O(c^{-4}),\qquad
\tilde S=S+\frac{T}{2c^2}+O(c^{-4}).
\]

**Q.** Is there a reason for the cancellation, or is it an accident of the algebra?

**A.** There is a stationarity property behind it. For a fixed vector \(A\), the zeroth-order energy expression depends on \(B\) through

\[
A^\dagger TB+B^\dagger TA-B^\dagger TB
=A^\dagger TA-(B-A)^\dagger T(B-A).
\]

Since \(T\) is positive, this has a maximum at \(B=A\). Changing \(B\) at fixed \(A\) adds a vector with no large component. For large \(c\) the negative-energy solutions have this form, since the first matrix equation with \(E\approx-2c^2\) gives \(A\approx-S^{-1}TB/(2c^2)\); admixing them lowers the energy. Near a maximum, a first-order error in \(B\) gives a second-order error in the energy. Here the first-order error is \(X_1A/c^2\), and its effect enters at \(c^{-4}\).

**Q.** Fine. Then why not treat \(R\) with the same generosity and set it to one?

**A.** \(R\) has no such protection. It must turn the metric \(\tilde S\) into \(S\), and those two metrics already differ at order \(c^{-2}\). Choose the symmetric form

\[
R=S^{-1/2}N^{-1/2}S^{1/2},\qquad N=S^{-1/2}\tilde SS^{-1/2}.
\]

It satisfies the required condition:

\[
R^\dagger\tilde SR=S^{1/2}N^{-1/2}\,N\,N^{-1/2}S^{1/2}=S .
\]

From the expansion of \(\tilde S\),

\[
N=1+\frac{1}{2c^2}S^{-1/2}TS^{-1/2}+O(c^{-4}).
\]

For a small matrix \(\epsilon\), \((1+\epsilon)^{-1/2}=1-\epsilon/2+O(\epsilon^2)\). The factor one half from the square root turns \(1/2\) into \(1/4\):

\[
\begin{aligned}
R&=S^{-1/2}\Big(1-\frac{1}{4c^2}S^{-1/2}TS^{-1/2}\Big)S^{1/2}+O(c^{-4})\\
&=1-\frac{1}{4c^2}S^{-1}T+O(c^{-4}).
\end{aligned}
\]

In general \(S^{-1}T\) is not Hermitian, so the order of the factors matters: \(R^\dagger=1-TS^{-1}/(4c^2)+O(c^{-4})\).

**Q.** Put the pieces together, then. What is the Hamiltonian?

**A.** Multiply the three expansions and keep one correction at a time:

\[
\begin{aligned}
h&=\Big(1-\frac{TS^{-1}}{4c^2}\Big)
\Big(h_0+\frac{W}{4c^2}\Big)
\Big(1-\frac{S^{-1}T}{4c^2}\Big)+O(c^{-4})\\
&=h_0+\frac{h_2}{c^2}+O(c^{-4}),
\end{aligned}
\]
\[
h_2=\frac14W-\frac14\big(TS^{-1}h_0+h_0S^{-1}T\big).
\]

The first term is the potential energy carried by the small component. The other two remove the excess norm that the small component would otherwise add. The two products are Hermitian conjugates of each other, so \(h_2\) is Hermitian.

**Q.** I would like a case in which the answer is known without matrices.

**A.** Take a free particle, \(V=W=0\). In a basis that diagonalizes \(T\) and has \(S=1\), a kinetic eigenvalue \(t\) gives

\[
h_0+\frac{h_2}{c^2}\;\longrightarrow\;t-\frac{t^2}{2c^2}.
\]

For one such vector the matrix Dirac equations read \(tB=AE\) and \(tA-tB=tBE/(2c^2)\). The second gives \(A=B[1+E/(2c^2)]\). Inserting this into the first gives

\[
t=E\Big(1+\frac{E}{2c^2}\Big),\qquad
E=c^2\Big(\sqrt{1+2t/c^2}-1\Big)=t-\frac{t^2}{2c^2}+\cdots .
\]

The two agree. The negative term is the slower growth of the relativistic kinetic energy. In this example it comes from \(R\) alone, because \(W=0\) and the kinetic part of \(L\) is just \(t\) at this order. With \(R=1\) it would be lost.

**Q.** The free particle does not test the balance between \(W\) and \(R\). Could the factor \(1/4\) in \(R\) be wrong in a way that this case hides?

**A.** A constant shift of the potential tests that balance. Add a number \(v\) to the potential operator. The matrices change as

\[
V\to V+vS,\qquad W\to W+2vT,\qquad h_0\to h_0+vS .
\]

The factor two in the second relation is the norm \(2T\) found earlier. The change in \(h_2\) is

\[
\frac{2vT}{4}-\frac14\big(TS^{-1}vS+vSS^{-1}T\big)
=\frac{vT}{2}-\frac{vT}{2}=0 .
\]

Hence \(h\to h+vS\), and every energy moves by \(v\), as it must. If \(R\) were set to one, a spurious term \(vT/(2c^2)\) would remain, and relativistic corrections would depend on an arbitrary energy zero. The coefficient in \(R\) is therefore tied to the coefficient of \(W\).

**Q.** You selected a symmetric square root. Other matrices also satisfy \(R^\dagger\tilde SR=S\). Is \(h_2\) arbitrary?

**A.** Partly. Any other solution is \(R'=S^{-1/2}N^{-1/2}US^{1/2}\) with \(U\) unitary. If \(U=1+k/c^2+O(c^{-4})\), unitarity requires \(k^\dagger=-k\). Define \(K=S^{1/2}kS^{1/2}\), which is also anti-Hermitian. Then

\[
R'=R+\frac{1}{c^2}S^{-1}K+O(c^{-4}).
\]

Since \(K^\dagger=-K\), the corresponding coefficient is

\[
h_2'=h_2+h_0S^{-1}K-KS^{-1}h_0 .
\]

Let \(h_0C_i=SC_iE_i\) with \(C_i^\dagger SC_j=\delta_{ij}\). The first equation and its conjugate give \(S^{-1}h_0C_j=C_jE_j\) and \(C_i^\dagger h_0S^{-1}=E_iC_i^\dagger\). Thus

\[
C_i^\dagger(h_2'-h_2)C_j=(E_i-E_j)\,C_i^\dagger KC_j .
\]

The change vanishes on the diagonal and between states of equal energy. The form of the matrix depends on the choice of \(R\), but its first-order energies do not. The particular expression \(1-S^{-1}T/(4c^2)\) belongs to the symmetric choice.

## Second half: energies, an ion, and the limits of the expansion

**Q.** Restate what we now have, so that I can attack the claim about perturbation theory.

**A.** \(S\), \(T\) and \(V\) are the overlap, kinetic and potential matrices, and \(W\) is the matrix of \((\sigma\cdot p)V(\sigma\cdot p)\). With \(h_0=T+V\), the first half gave

\[
h=h_0+\frac{h_2}{c^2}+O(c^{-4}),\qquad
h_2=\frac W4-\frac{TS^{-1}h_0+h_0S^{-1}T}{4}.
\]

The eigenvectors of \(h_0\) obey \(h_0C_i=SC_iE_i\) and \(C_i^\dagger SC_j=\delta_{ij}\). The coefficients of the large and small components are \(A\) and \(B\); at zeroth order both equal \(C\).

**Q.** What energy does \(h_2\) give?

**A.** Because \(h\) has the fixed metric \(S\), ordinary perturbation theory applies. Use \(S^{-1}h_0C_j=C_jE_j\) in one product and its conjugate in the other:

\[
C_i^\dagger h_2C_j=\frac14C_i^\dagger WC_j
-\frac{E_i+E_j}{4}C_i^\dagger TC_j .
\]

For a nondegenerate state with vector \(C\) and energy \(E_0\), the coefficient of \(c^{-2}\) in the energy is the diagonal element:

\[
E_2=C^\dagger\Big(\frac W4-\frac{E_0}{2}T\Big)C .
\]

The inverse overlap has disappeared because \(C\) is an eigenvector of \(h_0\).

**Q.** And you call this direct perturbation theory. Show me that theory without X2C, or the name proves nothing.

**A.** Direct perturbation theory starts from the Dirac equation with the small component rescaled by \(c\), which is how we wrote the matrix equations. The perturbation then appears in two places: \(W/4\) in the Hamiltonian and \(T/2\) in the metric. Insert

\[
A=A_0+\frac{A_1}{c^2}+\cdots,\quad
B=B_0+\frac{B_1}{c^2}+\cdots,\quad
E=E_0+\frac{E_2}{c^2}+\cdots .
\]

At zeroth order the second equation is \(TA_0-TB_0=0\), so \(B_0=A_0\). The first becomes \(h_0A_0=SA_0E_0\). At the next order the two equations are

\[
VA_1+TB_1=SA_1E_0+SA_0E_2,
\]
\[
TA_1-TB_1+\frac14WA_0=\frac12TA_0E_0 .
\]

Multiply both by \(A_0^\dagger\) and add. The unknown \(B_1\) cancels:

\[
A_0^\dagger h_0A_1+\frac14A_0^\dagger WA_0
=E_0A_0^\dagger SA_1+E_2+\frac{E_0}{2}A_0^\dagger TA_0 ,
\]

where \(A_0^\dagger SA_0=1\). Since \(A_0^\dagger h_0=E_0A_0^\dagger S\), the terms with \(A_1\) also cancel. What remains is the same \(E_2\), with \(A_0=C\). No \(X\) or \(R\) was used. In this derivation \(-E_0T/2\) comes from the metric; in X2C it comes from \(R\).

**Q.** What if several states share \(E_0\)? Spin alone makes that unavoidable.

**A.** Then \(A_0=\sum_jC_ja_j\), summed over the level. Multiply the same two equations by each \(C_i^\dagger\) of the level. The cancellations are unchanged, and

\[
\sum_j\Big[C_i^\dagger\Big(\frac W4-\frac{E_0}{2}T\Big)C_j\Big]a_j=E_2a_i .
\]

The matrix in brackets is the block of \(h_2\) within the level, because there \((E_i+E_j)/4=E_0/2\). Its eigenvalues are the energy coefficients.

**Q.** Give me numbers. Choose something for which I can do the integrals.

**A.** Take the hydrogen-like ion with \(Z=20\) and a point nucleus. We need the action of \(\sigma\cdot p\) on a spinor \((u/r)\Omega_\kappa\), where \(\sigma\cdot l\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa\). Thus \(\kappa=-1,1,-2\) for \(1s\), \(2p_{1/2}\) and \(2p_{3/2}\). From

\[
\sigma\!\cdot\!p=-i\sigma_r\Big(\partial_r-\frac{\sigma\!\cdot\!l}{r}\Big)
\]

the radial factor becomes

\[
\Big(\frac ur\Big)'+\frac{\kappa+1}{r}\frac ur
=\frac1r\Big(u'+\frac{\kappa}{r}u\Big).
\]

Because \(\sigma_r^2=1\), the expectation value of \(W\) for normalized \(u\) is

\[
\langle W\rangle=-Z\int_0^\infty\frac1r\Big(u'+\frac\kappa ru\Big)^2dr .
\]

For \(1s\), \(u\propto re^{-Zr}\), so \(u'-u/r=-Zu\). With \(\langle1/r\rangle=Z\), this gives \(\langle W\rangle=-Z^4=-160000\).

For \(2p\), \(u\propto r^2e^{-Zr/2}\). The integrals \(\int_0^\infty r^me^{-Zr}dr=m!/Z^{m+1}\) give

\[
\Big\langle\frac1r\Big\rangle=\frac Z4,\qquad
\Big\langle\frac1{r^2}\Big\rangle=\frac{Z^2}{12},\qquad
\Big\langle\frac1{r^3}\Big\rangle=\frac{Z^3}{24}.
\]

For \(2p_{3/2}\), \(u'-2u/r=-Zu/2\), hence \(\langle W\rangle=-Z^4/16=-10000\). For \(2p_{1/2}\), \(u'+u/r=(3/r-Z/2)u\), hence

\[
\langle W\rangle=-Z^4\Big(\frac9{24}-\frac3{12}+\frac1{16}\Big)
=-\frac{3Z^4}{16}=-30000 .
\]

The virial theorem gives \(\langle T\rangle=-E_0\), which is 200 hartree for \(1s\) and 50 hartree for \(2p\). The \(2p\) states belong to a degenerate level, but the operators behind \(W\) and \(T\) conserve total angular momentum and parity. The states \(2s_{1/2}\), \(2p_{1/2}\) and \(2p_{3/2}\) with their projections \(m_j\) differ pairwise in \(j\), \(m_j\) or parity, so the block of \(h_2\) is diagonal and its diagonal elements are the coefficients. Therefore, in atomic units,

\[
\begin{aligned}
E_2(1s)&=-40000+20000=-20000,\\
E_2(2p_{1/2})&=-7500+1250=-6250,\\
E_2(2p_{3/2})&=-2500+1250=-1250 .
\end{aligned}
\]

With \(c=137.036\), the energy corrections \(E_2/c^2\) are \(-1.06503\), \(-0.33282\) and \(-0.06656\) hartree. The first is \(-28.98\) eV. Without the norm term the \(1s\) correction would be \(-2.13005\) hartree, twice too large.

The norm term is the same for both \(2p\) states. Their splitting at this order comes from \(W\) and equals \(5000/c^2=0.26626\) hartree, or 7.245 eV.

**Q.** How much is missing at order \(c^{-4}\)?

**A.** The Dirac energy for a point nucleus is

\[
E=c^2\left\{\left[1+\frac{(Z/c)^2}{(n_q-|\kappa|+\gamma)^2}\right]^{-1/2}-1\right\},
\qquad \gamma=\sqrt{\kappa^2-Z^2/c^2},
\]

where \(n_q\) is the principal quantum number. For \(1s\) it reduces to \(c^2(\sqrt{1-Z^2/c^2}-1)\), whose expansion is

\[
E=-\frac{Z^2}{2}-\frac{Z^4}{8c^2}-\frac{Z^6}{16c^4}-\cdots .
\]

The second term is our \(-20000/c^2\). The ratio of the third term to the second is \(Z^2/(2c^2)\), about 1%.

I also diagonalized the matrix Dirac equation numerically. Its electronic eigenvalues are the X2C energies, because the reduction to \(h\) leaves them unchanged, and they are listed as X2C below. The radial basis had twelve functions \(r^{l+1}e^{-\zeta r}\), with \(\zeta=(Z/n_q)1.8^k\) and \(k=-3,\ldots,8\). In hartree:

| State | First order | X2C | Dirac |
|---|---:|---:|---:|
| \(1s\) | −201.06503 | −201.07652 | −201.07652 |
| \(2p_{1/2}\) | −50.33282 | −50.33657 | −50.33659 |
| \(2p_{3/2}\) | −50.06656 | −50.06674 | −50.06674 |

The X2C entries lie above the Dirac ones because the basis is finite: by \(5\times10^{-6}\) hartree for \(1s\) and \(2\times10^{-5}\) hartree for \(2p_{1/2}\). With fifteen functions, ratio 1.6 and \(k=-3,\ldots,11\), the \(2p_{1/2}\) value becomes \(-50.33659\) hartree. For \(1s\) in the twelve-function basis, X2C lies \(0.01149\) hartree below the first-order energy (\(0.01150\) in the larger basis). With \(c\) doubled, the difference is \(0.000711\) hartree. The ratio is 16.2, close to the factor \(2^4\) expected of a \(c^{-4}\) remainder.

**Q.** The basis contains the nonrelativistic orbital. Doesn't that guarantee a good relativistic energy?

**A.** It guarantees \(E_2\), which needs the zeroth-order orbital and nothing else. At order \(c^{-4}\), second-order perturbation theory brings in the change of the orbital, and the basis must describe that too.

For \(2p_{3/2}\) I repeated the calculation with seven functions, exponent ratio 2.5 and \(k=-1,\ldots,5\). This basis also contains the exact \(2p\) orbital. Yet its X2C energy is \(4.7\times10^{-5}\) hartree above the Dirac value, about a quarter of the whole difference between the Dirac and first-order energies. In the twelve-function basis the error is \(1.05\times10^{-6}\) hartree.

**Q.** Could I replace \(E_2\) by the familiar mass-velocity and Darwin terms?

**A.** For an exact \(s\) eigenfunction, yes; in a finite basis the values can differ. For \(l>0\) the spin-orbit term must be added: for our \(2p\) orbital the mass-velocity term gives \(-2916.7\), and \(\frac Z2\langle r^{-3}\rangle\langle l\cdot s\rangle\), equal to \(-3333.3\) for \(2p_{1/2}\) and \(+1666.7\) for \(2p_{3/2}\), brings it to \(-6250\) and \(-1250\). Consider a real \(s\) function \(\phi\), and let \(\hat T=-\nabla^2/2\) and \(\hat V=-Z/r\) be operators. For such a function \(\langle W\rangle=\int\hat V|\nabla\phi|^2\,d^3r\). From \(\nabla^2\phi^2=2|\nabla\phi|^2+2\phi\nabla^2\phi\) and two integrations by parts,

\[
\langle W\rangle=\tfrac12\int\phi^2\,\nabla^2\hat V\,d^3r
+2\langle\hat T\phi|\hat V\phi\rangle .
\]

Since \(\nabla^2(-Z/r)=4\pi Z\delta(\mathbf r)\), one quarter of the first term is the Darwin energy \(D=\pi Z|\phi(0)|^2/2\). Hence

\[
E_2=D+\tfrac12\langle\hat T\phi|(\hat V-E_0)\phi\rangle .
\]

The Pauli expression for an \(s\) state is \(E_P=D-\langle p^4\rangle/8=D-\frac12\langle\hat T\phi|\hat T\phi\rangle\). Subtract:

\[
E_2-E_P=\tfrac12\langle\hat T\phi|(\hat T+\hat V-E_0)\phi\rangle .
\]

This is zero for an exact eigenfunction. In a finite basis, the residual \((\hat T+\hat V-E_0)\phi\) is orthogonal to the basis functions, but \(\hat T\phi\) need not lie in their span. The matrix product \(TS^{-1}T\) in \(h_2\) likewise projects on the basis between the two kinetic operators, whereas \(\langle p^4\rangle/4\) does not.

For \(1s\) in four Gaussians with exponents 60, 240, 960 and 3840 bohr\(^{-2}\), diagonalization and radial quadrature give

\[
\frac{E_2}{c^2}=-1.0021,\qquad
\frac{E_P}{c^2}=-4.42284+3.46216=-0.96068
\]

in hartree. Their difference, \(-0.0414\) hartree, is also the value of the residual formula. Relative to the exact first-order correction, the errors are 6% and 10% in this basis.

**Q.** Since \(h_2\) is known, why not diagonalize \(h_0+h_2/c^2\) and be done?

**A.** Because an expansion at fixed basis need not be usable at the physical \(c\). The binomial series for \(R\) with \(X=1\) requires the eigenvalues \(x\) of \(S^{-1}T/(2c^2)\) to be below one. Tight functions violate this. In the twelve-function \(s\) basis the largest \(x\) is 182.4.

For such a steep vector, estimate the truncated energy by its free-particle part, with \(t=2c^2x\):

\[
t-\frac{t^2}{2c^2}=2c^2x(1-x)\approx-1.24\times10^9\ \text{hartree}.
\]

Numerical diagonalization of \(h_0+h_2/c^2\) gives the same value to three digits for its lowest eigenvalue. This is a collapse caused by truncation. The full free-particle expression \(c^2(\sqrt{1+2t/c^2}-1)\) stays positive.

In that same basis the \(1s\) value of \(E_2\) is \(-20000\), as derived above. The safe use of \(h_2\) here is therefore as a first-order perturbation, evaluated with the eigenvectors of \(h_0\). Diagonalizing the truncated matrix in this basis gives four spurious eigenvalues, from \(-1.24\times10^9\) to \(-8.9\times10^4\) hartree. The fifth eigenvector is close to the X2C \(1s\) vector, but its eigenvalue, \(-201.283\) hartree, lies \(0.21\) hartree below the Dirac energy, far worse than the \(0.011\) hartree error of first order. By contrast, the untruncated \(X\) and \(R\) keep the electronic energies of the matrix Dirac equation, as listed in the table.
